# Comment on assigning an inverse-mass tensor to warped heavy holes

**The argument under review**

The author wants one heavy-hole mass for unstrained germanium, to be passed from a band calculation to a device simulator. The reasoning runs as follows. The valence maximum lies at the zone centre, and a band maximum has an inverse-mass tensor. Finite differences along the cube axes give a diagonal tensor with three equal entries, as cubic symmetry demands, and a mass of $0.20\,m_0$. A scan along (111) gives $0.50\,m_0$ instead. The author blames the step size and recommends $0.20\,m_0$.

Both masses are correct for the model used. The fault lies in the premise that this maximum has an inverse-mass tensor.

**What a tensor would require**

I count hole energy $\varepsilon\ge 0$ downward from the valence top and write

$$\varepsilon(\mathbf k)=C\,k^2\,w(\mathbf n),\qquad C=\frac{\hbar^2}{2m_0},\qquad \mathbf n=\mathbf k/k .$$

Along a fixed line $\partial^2\varepsilon/\partial k^2=2Cw=\hbar^2w/m_0$, so $w=m_0/m$. An inverse-mass tensor $W$, in units of $1/m_0$, exists at $\mathbf k=0$ if

$$\varepsilon(\mathbf k)=C\,\mathbf k\cdot W\mathbf k+o(k^2).$$

Setting $\mathbf k=t\mathbf n$, dividing by $Ct^2$ and letting $t\to0$ gives $w(\mathbf n)=\mathbf n\cdot W\mathbf n$. Cubic symmetry then fixes $W$. A half-turn about $z$ reverses the signs of $W_{xz}$ and $W_{yz}$, so both vanish; a half-turn about $x$ removes $W_{xy}$; the threefold rotation about (111) makes the diagonal entries equal. Hence $w$ would be the same in every direction, and the author's two masses, $w=5$ and $w=2$, rule this out.

A second check needs no symmetry. The average of $n_in_j$ is $\delta_{ij}/3$ over the three cube axes and also over the four body diagonals, so any quadratic form has the same mean $w$, namely $\operatorname{tr}W/3$, over both sets. Here the means are 5 and 2. No choice of principal axes can repair this.

**Where the directional masses come from**

The top of the valence band is a quartet with $J=3/2$. With inversion symmetry, as in germanium, and to second order in $k$, the hole Hamiltonian is

$$H=C\Big[\big(\gamma_1+\tfrac52\gamma_2\big)k^2-2\gamma_2\sum_i k_i^2J_i^2-2\gamma_3\sum_{i<j}k_ik_jP_{ij}\Big],\quad P_{ij}=J_iJ_j+J_jJ_i .$$

Put $Q_i=J_i^2-\tfrac54$. The term $\tfrac52\gamma_2k^2$ is absorbed, leaving $H=C(\gamma_1k^2+K)$ with

$$K=-2\gamma_2\sum_i k_i^2Q_i-2\gamma_3\sum_{i<j}k_ik_jP_{ij}.$$

The eigenvalues follow from $K^2$, which needs these products:

- $Q_z=\mathrm{diag}(1,-1,-1,1)$ for $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, so $Q_z^2=1$; by rotation, $Q_i^2=1$.
- $\sum_iJ_i^2=\tfrac{15}4$ gives $\sum_iQ_i=0$. Squaring $Q_x+Q_y=-Q_z$ gives $Q_xQ_y+Q_yQ_x=-1$, and likewise for the other pairs.
- $P_{xy}$ joins $\tfrac32$ to $-\tfrac12$ and $\tfrac12$ to $-\tfrac32$, with elements $\mp i\sqrt3$. Thus $P_{xy}^2=3$. It joins states of opposite $Q_z$, so it anticommutes with $Q_z$. The matrix $Q_x-Q_y$ joins the same pairs with real elements $\sqrt3$, and $P_{xy}$ anticommutes with it as $\sigma_y$ does with $\sigma_x$. Hence $P_{xy}$ anticommutes with every $Q_i$.
- $P_{zx}$ and $P_{yz}$ join $\tfrac32$ to $\tfrac12$ and $-\tfrac12$ to $-\tfrac32$, the first with real and the second with imaginary elements of size $\sqrt3$. They too anticommute. Cyclic rotation extends these relations to all the $P_{ij}$.

With $S=\sum_{i<j}k_i^2k_j^2$ and $\sum_ik_i^4=k^4-2S$,

$$K^2=4\gamma_2^2\big(k^4-2S-S\big)+12\gamma_3^2S=4\big[\gamma_2^2k^4+3(\gamma_3^2-\gamma_2^2)S\big].$$

Since $K$ is traceless, each sign of the root occurs twice. With $s=S/k^4$ and $D=\gamma_3^2-\gamma_2^2$,

$$w(\mathbf n)=\gamma_1\mp2\sqrt{\gamma_2^2+3Ds(\mathbf n)} ,$$

the upper sign being the heavy hole. For positive $\gamma_2,\gamma_3$, $s=0$ on (001) gives $w=\gamma_1-2\gamma_2$, and $s=\tfrac13$ on (111) gives $w=\gamma_1-2\gamma_3$. I take rough germanium-like values $\gamma_1=13$, $\gamma_2=4$, $\gamma_3=5.5$. Then $w=13-8=5$ and $w=13-11=2$, the author's masses.

The square root is the source of the trouble. The matrix $H$ is quadratic in $\mathbf k$ and fully respects cubic symmetry, but a cubic rotation $R$ acts on the states as well: $H(R\mathbf k)=UH(\mathbf k)U^\dagger$. Its matrix-valued coefficients therefore need not be isotropic. Their trace must be, and it is: the mean of heavy and light $w$ is $(5+21)/2=13$ on (001) and $(2+24)/2=13$ on (111).

Degeneracy alone is not sufficient. If $\gamma_2^2=\gamma_3^2$, then $D=0$, the heavy band is an isotropic parabola, and an ordinary tensor exists. Conversely, in a nonmagnetic crystal with inversion symmetry, a band that is isolated apart from its spin pair is smooth at $\mathbf k=0$ and does have a tensor. The split-off band is such a case: in a six-band calculation at $k=0.01\ \mathrm{nm^{-1}}$ its means over cube axes and body diagonals are both 13.00.

**Why the finite-difference array looks sound**

For a unit vector $\mathbf a$, the central difference divided by $2C$ is

$$\frac{\varepsilon(h\mathbf a)+\varepsilon(-h\mathbf a)-2\varepsilon(0)}{2Ch^2}=w(\mathbf a).$$

Off-diagonal entries combine four points $\pm h\mathbf a\pm h\mathbf b$. For cube axes these have equal energy, and the entries cancel. The array is $\mathrm{diag}(5,5,5)$ for any $h$ within the quadratic regime, so refining the step cannot expose the fault.

Turning the axes does. Along (110), (1-10) and (001) the diagonal is $(2.67,\,2.67,\,5)$, whereas an isotropic tensor would still read $(5,5,5)$. The array is not the component table of a tensor.

With $\mathbf a=(1,1,-2)/\sqrt6$ and $\mathbf b=(1,1,1)/\sqrt3$, even the order of differentiation matters. Take the slope along $\mathbf b$ at the point $t\mathbf a$, then differentiate in $t$. A displacement $t\theta\mathbf b$ leaves $k^2$ unchanged to first order, so the result, divided by $2C$, is $\tfrac12dw/d\theta$. From $s=(1-\sum_in_i^4)/2$,

$$\frac{ds}{d\theta}=-2\sum_ia_i^3b_i=-2\,\frac{1+1-8}{6\sqrt6\,\sqrt3}=\frac{\sqrt2}{3}.$$

At $\mathbf a$, $s=\tfrac14$ and the root in $w$ equals $\tfrac12\sqrt{\gamma_2^2+3\gamma_3^2}$. Therefore

$$\frac12\frac{dw}{d\theta}=-\frac{3D}{\sqrt{\gamma_2^2+3\gamma_3^2}}\,\frac{\sqrt2}{3}=-\frac{\sqrt2\times14.25}{\sqrt{106.75}}=-1.95 .$$

In the opposite order one needs the slope along $\mathbf a$ on the (111) line. That line is a threefold axis, the gradient points along it, and the result is zero. In this model $\varepsilon/k^2$ depends on direction alone, so an expansion with remainder $o(k^2)$ would make $\varepsilon$ exactly a quadratic form, and the mixed derivatives of a quadratic form are equal. The unequal values exclude such an expansion.

**A local tensor away from the centre**

At $\mathbf k\ne0$ the heavy band is smooth within this model and has a local inverse-mass tensor. Its limit depends on the approach. At a small angle $\theta$ from a symmetry axis let $w\simeq w_0+a\theta^2$. With $\theta\simeq k_\perp/k_\parallel$,

$$\varepsilon/C\simeq(k_\parallel^2+k_\perp^2)(w_0+a\theta^2)\simeq w_0k_\parallel^2+(w_0+a)k_\perp^2 .$$

Near (001), $s\simeq\theta^2$. Expanding the root gives $a=-3D/\gamma_2=-10.7$ and a transverse value of $5-10.7=-5.7$. Near (111), $\sum_in_i^4\simeq\tfrac13(1-2\theta^2)+2\theta^2$, so $s\simeq\tfrac13-\tfrac23\theta^2$. Then $a=2D/\gamma_3=5.2$, and the transverse value is $2+5.2=7.2$. The negative value means that the constant-energy surface is dented inward on the cube axes. These values do not depend on $k$, so they persist down to the centre without merging.

**What to report instead**

A fit on shrinking spheres is a useful diagnostic. The best quadratic form for the heavy band is isotropic with $w=3.12$, a mass that belongs to neither symmetry axis. Its root-mean-square residual, relative to the root-mean-square energy on the sphere, is 24% at both $k=0.1$ and $0.01\ \mathrm{nm^{-1}}$. For the split-off band the residual falls from 0.29% to 0.0029%, as $k^2$.

A simulator that uses the quadratic model should receive $\gamma_1,\gamma_2,\gamma_3$; a six-band one also needs the split-off energy. If only a single mass can be entered, it should be defined by the quantity it must reproduce. For the density of nondegenerate holes, the radial integral of $e^{-Ck^2w/k_BT}$ scales as $w^{-3/2}$, so

$$\frac{m_{\rm dos}}{m_0}=\big\langle w^{-3/2}\big\rangle_{\mathbf n}^{2/3}=0.34 .$$

Within the quadratic model, the recommended $0.20\,m_0$ would make the heavy-hole density of states too small by a factor $(0.3437/0.20)^{3/2}=2.25$.

Cubic symmetry does its expected work in transport. Integrating by parts with the Boltzmann weight gives

$$\langle\partial_i\partial_j\varepsilon\rangle=\langle\partial_i\varepsilon\,\partial_j\varepsilon\rangle/k_BT .$$

The surface term at the origin vanishes, because area $\propto k^2$ multiplies a gradient $\propto k$. The average is a cubic tensor and hence isotropic: its $m_0/m$ is 3.69, a heavy-hole conductivity mass of $0.27\,m_0$ if the relaxation time is constant. This tensor belongs to the thermal population, not to the point $\mathbf k=0$.

**Strain changes the answer**

Tetragonal strain that raises the $m=\pm\tfrac32$ pair adds $-(\delta/2)Q_z$ to $H$, and the top pair starts at $-\delta/2$. Within that pair $Q_z=1$, $Q_x$ and $Q_y$ have diagonal elements $-\tfrac12$, and all other elements vanish, as do those of $P_{ij}$. Coupling to the other pair enters as $k^4/\delta$. To order $k^2$,

$$\varepsilon+\frac\delta2=C\big[(\gamma_1+\gamma_2)(k_x^2+k_y^2)+(\gamma_1-2\gamma_2)k_z^2\big].$$

This is an ordinary tensor, $\mathrm{diag}(17,17,5)$. Along (111) it gives $w=(17+17+5)/3=13$, where the unstrained crystal gave 2. The full dispersion on that line shows the passage. There $\sum_ik_i^2Q_i=0$, and the remaining part of $K$ squares to $4\gamma_3^2k^4$ and anticommutes with $Q_z$, so

$$\varepsilon+\frac\delta2=C\gamma_1k^2+\frac\delta2-\sqrt{\Big(\frac\delta2\Big)^2+(2\gamma_3Ck^2)^2}.$$

Taking $k\to0$ first gives $\gamma_1$; taking $\delta\to0$ first gives $\gamma_1-2\gamma_3$. For a chosen $\delta=50$ meV the two terms under the root are equal at $k=0.24\ \mathrm{nm^{-1}}$. There $Ck^2=25/11=2.27$ meV, and the hole energy above the new band edge is $29.5+25-35.4=19$ meV. This is below $k_BT=26$ meV, so at room temperature many holes lie outside the range of the strained tensor.

**Bearing on real germanium**

The density-of-states masses of the model, 0.34 and $0.044\,m_0$ for heavy and light holes, are close to the rough values 0.3 and $0.04\,m_0$ used for germanium. The quadratic model itself loses accuracy at 300 K, even without strain. With a rough split-off energy of 0.3 eV, the six-band heavy-hole energy on (110) is 13% below the four-band value of 39 meV at the same $k$, and the thermal heavy-hole density is 17% higher. Adding the conduction band, with a rough gap of 0.8 eV and a Kane energy of 26 eV, makes that 18%. More remote bands and the temperature dependence of the parameters are left out. At $10^{17}\ \mathrm{cm^{-3}}$ the estimated occupation at the band top is 2%, so Boltzmann statistics are adequate here. In a strained channel the cubic assumption itself fails. In the four- and six-band models, tetragonal strain changes the small-$k$ curvature on (111) by the factor $13/2$ found above, and coupling to the conduction band alters this by a few per cent at $\delta=50$ meV (about $+3\%$ with the conduction edge held fixed, about $-3$ to $-4\%$ once the gap widening of roughly 60 meV under biaxial compression is included); strain with shear components along the cube axes generally gives a different factor.

**Recommendation**

The claim of a heavy-hole inverse-mass tensor at the zone centre should be withdrawn for the unstrained crystal. The directional masses can stand, each with its direction stated. The remaining values are in the numerical output.

## Numbers as computed

```
C = hbar^2/(2 m0): 0.03810 eV nm^2
rough g1, g2, g3: 13.0, 4.0, 5.5 (no unit)
rough split-off energy: 0.30 eV
rough direct gap, Kane energy: 0.80, 26.0 eV
temperature: 300 K; kT: 25.85 meV
hh 001: w = 5.000; mass = 0.2000 m0
lh 001: w = 21.000; mass = 0.0476 m0
hh 110: w = 2.668; mass = 0.3748 m0
lh 110: w = 23.332; mass = 0.0429 m0
hh 111: w = 2.000; mass = 0.5000 m0
lh 111: w = 24.000; mass = 0.0417 m0
hh mean w, cube axes / body diagonals: 5.000 / 2.000
so mean w, cube axes / body diagonals: 13.002 / 13.003
array diagonal, cube axes (m0/m): [5. 5. 5.]
array diagonal, 45-degree axes (m0/m): [2.668 2.668 5.   ]
mixed derivative, slope along 111 on 11-2 line: -1.950 (2C)
mixed derivative, slope along 11-2 on 111 line: 0.000 (2C)
local transverse m0/m on 001: -5.686
local transverse m0/m on 111: 7.181
best quadratic fit of hh, isotropic w: 3.121
hh fit residual at k=0.1, 0.01 /nm: 24.18, 24.13 %
so fit residual at k=0.1, 0.01 /nm: 0.29105, 0.0029163 %
density-of-states mass hh, lh: 0.3437, 0.0438 m0
hh state density / value from 001 mass: 2.253
hh thermal mean m0/m: 3.690
hh conductivity mass: 0.2710 m0
effective density hh, lh: 5.057e+18, 2.298e+17 cm^-3
chosen strain splitting: 50.0 meV
strained top tensor diagonal (m0/m): [17. 17.  5.]
strained in-plane, 001 mass: 0.0588, 0.2000 m0
strained 111, k=0.01 /nm: e/(C k^2) = 12.991
strained 111, k=0.10 /nm: e/(C k^2) = 12.084
strained 111, k=0.30 /nm: e/(C k^2) = 7.094
strained 111, k=1.00 /nm: e/(C k^2) = 2.637
strained 111, k=3.00 /nm: e/(C k^2) = 2.073
strain crossover on 111: k = 0.244 /nm
energy for nonparabolicity check: 38.78 meV
hh 110, k=0.618 /nm: 6-, 8-band shift -13.14, -13.31 %
lh 001, k=0.220 /nm: 6-, 8-band shift -3.93, -8.07 %
hh thermal density, 6-band / 4-band: 1.170
hh thermal density, 8-band / 4-band: 1.177
chosen hole density: 1.0e+17 cm^-3
band-top hole occupation estimate: 1.89 %
```
